\section*{Separating film mass from film stress with AT- and BT-cut quartz resonators}

\section{Problem}

Two quartz plates vibrate in thickness shear at $f_0=5.0$ MHz. One is AT-cut ($A$), the other BT-cut ($B$). Both receive the same palladium film on one face. Their frequencies change by
\begin{equation}
\Delta f_A=-3394.56\ \text{Hz},\qquad \Delta f_B=-2239.74\ \text{Hz}.
\end{equation}
The plate thicknesses are $t_A=332.034\ \mu$m and $t_B=506.995\ \mu$m, so the frequency constants $N=f_0t$ are $1660.17$ and $2534.98$ Hz\,m. The densities are $\rho_q=2.65$ g/cm$^3$ (quartz) and $\rho_f=12.0$ g/cm$^3$ (film).

Find the film mass per area $m$ and the film force per width $S$, which is the in-plane stress integrated over the film thickness, positive in tension. A tensile film raises the AT frequency and lowers the BT frequency; explain these signs. Then find what limits the accuracy.

Assume free plates, full coverage of one face, equal $m$ and $S$ on both, stress isotropic in the plane, constant temperature, and readings at antiresonance, where no charge flows to the electrodes. The shifts are not measurements. They are computed eigenfrequencies of a model plate, rounded to 0.01 Hz, so the answer can be compared with the film that was put in.

\section{First estimate by scaling}

A thin film acts roughly like extra quartz of thickness $\mu=m/\rho_q$. Since $f\propto1/t$, $\mu\approx t|\Delta f|/f_0$:
\begin{align}
\mu_A&\approx 332034\ \text{nm}\times\frac{3394.56}{5\times10^6}=225.42\ \text{nm},\\
\mu_B&\approx 506995\ \text{nm}\times\frac{2239.74}{5\times10^6}=227.11\ \text{nm}.
\end{align}
The mean, 226.3 nm, gives $m\approx60\ \mu$g/cm$^2$.

The two values differ by 1.69 nm. Nearly all of this is the trace of the stress; about 0.05 nm comes from using $\Delta f/f_0$ in place of the change in period. The film puts a stress of order $S/t$ into the quartz. This changes the shear stiffness $c$ by a fraction of order $S/(ct)$, so the apparent thickness changes by about $S/c$. From $f_0=\sqrt{c/\rho_q}/(2t)$ we have $c=4\rho_qN^2$, or 29 GPa for AT and 68 GPa for BT. With opposite signs the two effects add in the difference:
\begin{equation}
S\sim\frac{1.69\times10^{-9}\ \text{m}}{(3.4+1.5)\times10^{-11}\ \text{Pa}^{-1}}\approx 34\ \text{N/m}.
\end{equation}
Numerical factors of order one are unknown at this level.

\section{Solution}

\subsection{Frequency of the bare plate}

Let crystal axis 1 be the twofold axis and 3 the trigonal axis. The plate normal is $\mathbf n=(0,\cos\theta,\sin\theta)$, with $\theta=35.25^\circ$ for AT and $-49.20^\circ$ for BT. The twofold axis lies in the plate, so shear motion $u$ along axis 1 decouples from the other two polarizations. Its elastic stiffness is
\begin{equation}
c=c_{66}\cos^2\theta+c_{44}\sin^2\theta+2c_{14}\sin\theta\cos\theta .
\end{equation}
Let $z$ be the coordinate along the normal, with $z=0$ at mid-plane, $\phi$ the potential, $e$ the piezoelectric constant of this motion and $\kappa$ the permittivity along $\mathbf n$. The shear stress is $cu'+e\phi'$ and the electric displacement is $D=eu'-\kappa\phi'$. At antiresonance $D=0$, so $\phi'=eu'/\kappa$ and the stress is $\bar c\,u'$ with $\bar c=c+e^2/\kappa$. Half a wavelength fits between the free faces, hence $N=\tfrac12\sqrt{\bar c/\rho_q}$.

\subsection{Mass}

With the film at $z=t/2$, the mode that is stress-free at the other face is $u=\cos k(z+t/2)$, where $\omega^2=k^2\bar c/\rho_q$. The quartz pulls on the film with stress $-\bar cu'$, which must equal mass times acceleration, $-\omega^2mu$. Therefore
\begin{equation}
-\bar ck\sin kt=\omega^2m\cos kt
\quad\Rightarrow\quad \tan kt=-k\mu .
\end{equation}
Write $kt=\pi-\delta$. Then $\tan\delta=k\mu$, and for $k\mu\ll1$ we have $\delta=k\mu$ up to a relative error $(k\mu)^2/3$, about $10^{-6}$ here. So $k(t+\mu)=\pi$ and
\begin{equation}
f=\frac{N}{t+\mu}.
\end{equation}
The period, not the frequency, is linear in the mass.

\subsection{Stress in the quartz}

The plate is free, so force and moment over quartz and film vanish. Let the quartz stress be $\sigma=\alpha+\beta z/t$. The film contributes force $S$ at $z=t/2$:
\begin{align}
\int\sigma\,dz=\alpha t&=-S, &
\int\sigma z\,dz=\frac{\beta t^2}{12}&=-\frac{St}{2}.
\end{align}
Hence $\sigma=-(S/t)(1+6z/t)$: a mean compression plus bending.

By first-order perturbation theory, a stiffness change $\delta c(z)$ gives
\begin{equation}
\frac{\delta f}{f}=\frac12\,\frac{\int\delta c\,u'^2dz}{\int\bar c\,u'^2dz}.
\end{equation}
For the bare plate $u'^2\propto\cos^2(\pi z/t)$ is even in $z$. The bending term is odd and drops out, which leaves the mean stress $-S/t$.

\subsection{The stress coefficient and its sign}

Use coordinates attached to the unstressed quartz, so that $t$ and $\rho_q$ stay fixed. Let $F$ be the deformation gradient, $E=\frac12(F^TF-1)$ the strain, and $W(E)$ the energy density with second-order constants $C_{IJ}$ and third-order constants $C_{IJK}$. A small wave along $\mathbf n$ on top of a static strain has the stiffness matrix
\begin{equation}
A_{ik}=\frac{\partial^2W}{\partial F_{iJ}\partial F_{kL}}n_Jn_L
=\delta_{ik}T_{JL}n_Jn_L+F_{iP}F_{kQ}\frac{\partial^2W}{\partial E_{PJ}\partial E_{QL}}n_Jn_L .
\end{equation}
The first term vanishes because the static stress $T$ lies in the plane. An isotropic in-plane stress keeps the twofold axis, so $A_{11}$ remains decoupled. To first order the two factors $F_{11}=1+E_1$ contribute $2cE_1$, and the strain dependence of the elastic constants contributes $G_IE_I$ (summed over $I$):
\begin{align}
\delta A_{11}&=2cE_1+G_IE_I,\\
G_I&=\cos^2\theta\,C_{66I}+\sin^2\theta\,C_{55I}+2\sin\theta\cos\theta\,C_{56I}.
\end{align}
Let $a_I$ be the strain per unit in-plane tension. It follows from Hooke's law with the stress $(1,\sin^2\theta,\cos^2\theta,-\sin\theta\cos\theta,0,0)$. In the coated plate $E_I=-(S/t)a_I$, and $\delta f/f=\delta A_{11}/(2c)$ gives
\begin{equation}
\frac{\delta f}{f}=\frac{KS}{t},\qquad K=-\left[a_1+\frac{G_Ia_I}{2c}\right].
\end{equation}
Piezoelectricity is left out of $K$. It adds less than 1\% to $c$ in either cut, and dividing by $\bar c$ instead of $c$ would reduce $|K|$ by 0.8\% (AT) and 0.3\% (BT). The strain dependence of $e$ and $\kappa$ is also neglected, and its size is not estimated here.

With rounded room-temperature constants of quartz,
\begin{equation}
K_A=+2.791\times10^{-11}\ \text{Pa}^{-1},\qquad K_B=-2.643\times10^{-11}\ \text{Pa}^{-1}.
\end{equation}
The model plate uses these same $K$, so the comparison below tests the inversion and not $K$ itself; the last digits serve only that comparison and are not the accuracy for real quartz. Independent errors of 5 GPa in each of the 14 third-order constants would change $K_A$ by about 4\% and $K_B$ by about 3\%. The geometric part $-a_1$ is negative for both cuts: $-0.924$ and $-1.346$ in the same unit. Third-order elasticity adds $+3.715$ for AT and $-1.297$ for BT. In this description the geometric term alone would give both cuts the same sign; the third-order constants overturn it in AT and reinforce it in BT. The split belongs to the strain $E$ used here: with logarithmic strain the geometric parts are $+0.964$ (AT) and $+0.031$ (BT) and the third-order parts $+1.827$ and $-2.674$, so there it is BT whose sign is overturned. In both descriptions the geometric parts share one sign and the opposite signs arise only with the third-order constants. Only their sum $K$ is independent of that choice.

\subsection{Inversion}

Combining mass and stress,
\begin{equation}
\frac Nf=(t+\mu)\left(1-\frac{KS}{t}\right)=t+\mu-KS-\frac{\mu KS}{t}.
\end{equation}
Drop the last term and define the period shift in units of length:
\begin{equation}
y\equiv N\left(\frac1f-\frac1{f_0}\right)=-t\,\frac{\Delta f}{f}=\mu-KS .
\end{equation}
Subtracting the two equations eliminates $\mu$. Multiplying them crosswise by $K_B$ and $K_A$ eliminates $S$:
\begin{equation}
S=\frac{y_B-y_A}{K_A-K_B},\qquad
\mu=\frac{K_Ay_B-K_By_A}{K_A-K_B}.
\end{equation}
The data give $y_A=225.5750$ nm and $y_B=227.2093$ nm. Hence
\begin{align}
S&=\frac{1.6343\times10^{-9}\ \text{m}}{5.4335\times10^{-11}\ \text{Pa}^{-1}}=30.08\ \text{N/m},\\
\mu&=0.4864\,y_A+0.5136\,y_B=226.41\ \text{nm}.
\end{align}
So $m=\rho_q\mu=60.0\ \mu$g/cm$^2$. The film thickness is $m/\rho_f=50.0$ nm and its mean stress is $S/(50.0\ \text{nm})=0.602$ GPa.

Opposite signs are not needed for a solution; $K_A\ne K_B$ suffices. They do make both weights in $\mu$ positive. If $K_B$ were $+K_A/2$, the weights would be $-1$ and $2$, and equal independent noise in the two $y$ would be multiplied by $\sqrt5$ instead of by 0.71.

\section{Comparison}

The film put into the model had 50 nm thickness, 0.60 GPa stress and $S=30.00$ N/m. The eigenfrequencies were found by expanding $u$ in Legendre polynomials, with the bending stress and the film's own shear elasticity (modulus 44 GPa) included.

The recovered $S$ is 0.08 N/m too high, mostly for a reason that can be derived. The film moves the centre of the mode by $\mu/2$ towards itself, so the bending term no longer averages to zero but adds $6(\mu/2t)=3\mu/t$ to the factor multiplying $KS/t$. With the dropped product term, $y=\mu-KS(1+4\mu/t)$. This raises $S$ by 0.23\%, or 0.07 N/m. Rounding of the shifts can supply the rest.

The scaling estimate gave the mass to better than 0.1\%, because $K_A\approx-K_B$ and the stress nearly cancels in the mean of the two values. It gave $S$ to about 15\%, which is partly luck: $1/c$ overestimates $|K_A|$ and underestimates $|K_B|$, and the errors partly cancel in the sum.

The estimate also used $\Delta f/f_0$ in place of the period. Because $f_0/f=1+y/t$, that quantity is
\begin{equation}
-t\frac{\Delta f}{f_0}=\frac{y}{1+y/t}\approx y-\frac{y^2}{t}.
\end{equation}
Even with the correct $K$ it biases the force by $(y_A^2/t_A-y_B^2/t_B)/(K_A-K_B)=+0.95$ N/m, giving 31.02 N/m.

\section{What limits the result}

The stress terms are $+12.6$ Hz and $-7.8$ Hz on top of mass shifts of thousands of hertz. An AT crystal read alone therefore gives the mass 0.37\% too low, a small error. The force, by contrast, is a small difference of large numbers.

\paragraph{Noise.} Independent noise of 0.1 Hz per crystal gives $\delta y=t\,\delta f/f_0$, or 0.0066 and 0.0101 nm. Added in quadrature, this means 0.22 N/m in $S$ and 1.6 ng/cm$^2$ in $m$.

\paragraph{Unequal mass.} If the BT plate receives a fraction $\eta$ more mass, $S$ is wrong by $\eta\mu/(K_A-K_B)$. For $\eta=0.1\%$ this is $+4.17$ N/m, or 14\% of $S$. A thicker film does not help: at fixed film stress, $\mu$ and $S$ both grow in proportion to thickness.

\paragraph{Plate thickness and frequency constant.} Each $y$ is proportional to $t=N/f_0$, so a relative error in $t$ or $N$ acts like unequal mass. An error of 0.1\% in $N_B$ shifts $S$ by 4.2 N/m, and $0.1\ \mu$m in $t_A$ by 1.25 N/m. The six digits of $N$ given above belong to the model: raising $c_{14}$ by 0.05 GPa, the size of its rounding, changes $N$ by $+1.3$ (AT) and $-0.9$ (BT) Hz\,m and $S$ by $-4.9$ N/m. For real plates the ratio of the two mass sensitivities must be calibrated.

\paragraph{Readings at series resonance.} An oscillator may instead hold the crystal near series resonance, where the electrodes are effectively shorted. Then $y=N(1/f-1/f_s)$, where $f_s$ is the series frequency of the bare plate; $f_0$ remains its antiresonance frequency. Share the film mass between both faces, which is equivalent at first order, and take $u\propto\sin(2Xz/t)$ with $X=\pi f/2f_0$. Zero voltage requires $Dt=2eu(t/2)$, and the stress at the face is $\bar cu'-eD/\kappa=\omega^2(m/2)u$. Inserting $\omega^2=4X^2\bar c/(\rho_qt^2)$ gives
\begin{equation}
\cot X=\frac{k_t^2}{X}+\frac{X\mu}{t},\qquad k_t^2=\frac{e^2}{\kappa\bar c}.
\end{equation}
Near $X=\pi/2$, $\cot X\approx\pi/2-X$. With $q=1/X$ this becomes $1+\mu/t=\pi q/2-k_t^2q^2$. Since $N/f=\pi qt/2$,
\begin{equation}
\frac{dy}{d\mu}=\frac{\pi/2}{\pi/2-2k_t^2q}\approx1+\frac{8k_t^2}{\pi^2}.
\end{equation}
Numerical roots of the equation for $X$ give mass readings 0.631\% (AT) and 0.257\% (BT) too high. Used uncorrected, they shift $S$ by $-15.6$ N/m, half the signal. Dividing each $y$ by its own factor removes this mass error. With $e^2/\kappa$ held fixed, the stress term is enhanced somewhat more (0.95\% in AT, 0.39\% in BT), which leaves just under 0.1 N/m in $S$. These factors belong to $N=f_0t$; if $N$ is taken as $f_st$, the excesses are 0.31\% and 0.13\% and the shift in $S$ is $-7.7$ N/m.

\paragraph{Temperature and anisotropy.} A rough BT curvature of $-0.04$ ppm/K$^2$ and a 3 K drift from the turnover temperature add 0.18 nm to $y_B$, hence $+3.4$ N/m; AT drift is not counted. If the film stress is 5\% higher along axis 1 and 5\% lower across it, the formula for $K$ with that stress pattern gives an error of $+0.8$ N/m.

\paragraph{The real case.} A tensile stress of some tenths of a gigapascal is a plausible rough value for a vapour-deposited metal film, though it depends strongly on the deposition conditions and can be compressive. In a deposition chamber equal mass is not assured, since two crystals sit at different places in the vapour stream. A 1\% difference would shift $S$ by 42 N/m, more than the signal. Heating by the source can matter as much: the BT error grows with the square of the drift from turnover, so with the curvature used above 10 K would shift $S$ by about 37 N/m. Partial coverage and clamping also change the stress in the quartz and call for calibration of $K$ in the actual holder.

\paragraph{Constant mass.} The error from unequal mass largely cancels if only changes after the end of deposition are read. Let $S$ then relax by $-6.00$ N/m. The AT frequency falls by about 2.5 Hz and the BT frequency rises by about 1.6 Hz, a pattern that added mass cannot produce. In the model with 0.1\% unequal mass, the inversion reads this change as $-6.01$ N/m, because the constant mass error cancels in the difference. Unequal mass thus hardly disturbs the reading of stress changes at fixed mass, though it can swamp the absolute force built up during growth. The temperature must still be steady: the 3 K drift considered above would cause an error of more than half of this change.
